# Why an x-axis dipole source loses gratings that diffract along y

**Question**

I am stuck on a problem about partially coherent imaging. The source consists of two point poles on the x axis of the pupil, at normalized radius 0.9. I have to show that gratings diffracting along y lose all modulation below a pitch of about \(2.29\,\lambda/\mathrm{NA}\).

I know the resolution limit \(\lambda/[\mathrm{NA}(1+\sigma)]\). With \(\sigma=0.9\) it gives about \(0.53\,\lambda/\mathrm{NA}\), more than four times smaller than the pitch I am supposed to find. I thought that off-axis illumination improved resolution, so why does the limit get worse here?

I also don't see why the loss should be complete. There are two poles, so couldn't one supply what the other is missing? Could a change of focus bring the pattern back? And does the sharp limit survive when the poles have a finite size?

**Answer**

Your formula belongs to a grating that diffracts along the line joining the poles. Yours diffracts at right angles to that line, so its orders travel across the pupil along a different, much shorter path. The limit follows from finding where they land.

**Where the orders go**

Let \(\lambda\) be the vacuum wavelength and \(p\) the pitch measured at the wafer. Divide every transverse spatial frequency by \(\mathrm{NA}/\lambda\). In these units the pupil is the disc

\[
u_x^2+u_y^2\le 1 ,
\]

and the poles are at \((s,0)\) and \((-s,0)\), with \(s=0.9\).

Take the pole at \((s,0)\) first. It illuminates the mask with a tilted plane wave which, in wafer-scale coordinates, is

\[
E_{\rm in}=e^{2\pi i s(\mathrm{NA}/\lambda)x}.
\]

The grating varies along y only, so its lines run along x. I take it to be infinitely long. For a thin mask the transmission is a Fourier series,

\[
t(y)=\sum_m a_m e^{2\pi i m y/p},
\]

and the field just behind the mask is the product

\[
tE_{\rm in}=\sum_m a_m
e^{2\pi i[s(\mathrm{NA}/\lambda)x+my/p]} .
\]

Order \(m\) thus has transverse frequencies \(s\,\mathrm{NA}/\lambda\) along x and \(m/p\) along y. Dividing both by \(\mathrm{NA}/\lambda\) gives its pupil position,

\[
(u_x,u_y)=(s,\,mf),\qquad f=\frac{\lambda}{p\,\mathrm{NA}} .
\]

The x coordinate is the same for every order, because the grating has no structure along x that could change it. The orders therefore lie on a vertical line through the pole.

A thick mask changes the amplitudes \(a_m\), and may make them depend on the angle of incidence. It does not change these positions, since they follow from uniformity along x and periodicity along y alone.

**The cutoff**

Order \(m\) passes the lens if

\[
s^2+m^2f^2\le1 .
\]

The zeroth order has \(m=0\), so it passes for any \(s\le1\). For the two first orders the condition becomes

\[
f\le c,\qquad c=\sqrt{1-s^2}.
\]

Geometrically, \(c\) is half the length of the vertical chord through the pole. Since \(m\) enters as a square, orders \(+1\) and \(-1\) are lost together. Higher orders lie farther out on the same line, so they have already gone.

Insert \(f=\lambda/(p\,\mathrm{NA})\) into \(f>c\). All the quantities are positive, so solving for \(p\) gives

\[
p<p_c=\frac{\lambda}{\mathrm{NA}\sqrt{1-s^2}}
\]

as the condition for losing both first orders. For \(s=0.9\),

\[
c=\sqrt{1-0.81}=\sqrt{0.19}=0.43589,
\]
\[
p_c=\frac{1}{0.43589}\frac{\lambda}{\mathrm{NA}}
=2.294\,\frac{\lambda}{\mathrm{NA}} .
\]

At \(p=p_c\) itself the first orders sit on the rim, and whether they count as transmitted is a convention.

Two limits help to interpret the formula. As \(s\to0\), the source moves to the axis and \(p_c\to\lambda/\mathrm{NA}\), the coherent on-axis limit. As \(s\to1\), the chord shrinks to nothing and \(p_c\) grows without bound. Moving the poles outward along x steadily takes away room for diffraction along y.

**Why the loss is complete**

Below \(p_c\), the pole at \((s,0)\) sends a single plane wave to the wafer:

\[
E_+(x,y)=a_0e^{i\Phi}e^{2\pi i s(\mathrm{NA}/\lambda)x}.
\]

Here \(\Phi\) is whatever phase the lens and the focus setting give that wave. The two exponentials have modulus one, so

\[
I_+=|E_+|^2=|a_0|^2 .
\]

This is uniform. Modulation along y needs at least two waves with different y frequencies, and only one is left.

The other pole sends its orders to \((-s,mf)\). The pupil is symmetric, so this pole loses its first orders at the same pitch. The poles are mutually incoherent, which means that we add intensities. With half the source power in each,

\[
I=\tfrac12|a_0|^2+\tfrac12|a_0|^2=|a_0|^2 .
\]

The second pole has nothing to supply, because its own image is uniform too. I have taken \(|a_0|\) to be equal for the two poles; if a thick mask made them unequal, the sum would still be uniform.

Defocus cannot help either. It changes \(\Phi\), which drops out of \(|E_+|^2\). The same holds for any lens aberration that acts as a phase in the pupil. Polarization doesn't alter the conclusion, since one plane wave with a fixed polarization vector also has uniform intensity.

**What happens just above the cutoff**

Now let \(f\) be slightly smaller than \(c\), so that both first orders enter. Consider equal lines and spaces, with an open slit centred at \(y=0\), transmission 1 in the slit and 0 elsewhere. With \(v=y/p\), the amplitudes are

\[
a_0=\int_{-1/4}^{1/4}dv=\frac12,
\]
\[
a_{\pm1}=\int_{-1/4}^{1/4}\cos(2\pi v)\,dv
=\left[\frac{\sin2\pi v}{2\pi}\right]_{-1/4}^{1/4}
=\frac1\pi .
\]

The sine part of the Fourier integral vanishes because the slit is symmetric. I write \(a_1\) for both first-order amplitudes.

Let \(\theta=2\pi y/p\). For an aberration-free lens at best focus, and with scalar fields, the three waves add to

\[
a_0+a_1e^{i\theta}+a_1e^{-i\theta}=a_0+2a_1\cos\theta ,
\]

apart from a common phase. Hence

\[
I(y)=\left[\frac12+\frac2\pi\cos\theta\right]^2 .
\]

The bracket vanishes when \(\cos\theta=-\pi/4\), an allowed value, so the minimum intensity is zero. Define the contrast as

\[
C=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}} .
\]

Then \(C=1\) just above the cutoff and \(C=0\) just below it. In this model the image does not fade gradually as the pitch shrinks: it disappears in one step, because both first orders cross the rim at full amplitude.

Modulation returns at \(p_c\) only if the mask produces first orders. If \(a_{\pm1}=0\), the image stays uniform until some higher order enters at a larger pitch. The statement about pitches below \(p_c\) is unaffected.

Above the cutoff, focus does matter. In a liquid of index \(n\), an order at pupil radius \(\rho\) has the axial wavenumber

\[
k_z(\rho)=\frac{2\pi}{\lambda}\sqrt{n^2-\mathrm{NA}^2\rho^2}.
\]

The first orders share the radius \(\rho_1=\sqrt{s^2+f^2}\), while the zeroth order has \(\rho_0=s\). A defocus \(z\) gives them a relative phase \(\varphi=[k_z(\rho_1)-k_z(\rho_0)]z\), and the image becomes

\[
I=\left|a_0+2a_1e^{i\varphi}\cos\theta\right|^2
\]
\[
\phantom{I}=a_0^2+4a_0a_1\cos\varphi\cos\theta+4a_1^2\cos^2\theta .
\]

For \(\sin\varphi\ne0\) the two terms inside the modulus can no longer cancel completely, and the contrast falls below 1.

**Where your formula applies**

Turn the grating so that it diffracts along x. The pole at \((s,0)\) now sends its orders to \((s+mf,0)\). Order \(-1\) can travel across the whole pupil before it leaves at the far side:

\[
s-f\ge-1\quad\Longrightarrow\quad f\le1+s .
\]

This gives your limit,

\[
p_x=\frac{\lambda}{\mathrm{NA}(1+s)}
=0.526\,\frac{\lambda}{\mathrm{NA}} .
\]

The other pole does the same with order \(+1\). The ratio of the two limits is

\[
\frac{p_c}{p_x}=\frac{1+s}{\sqrt{(1-s)(1+s)}}
=\sqrt{\frac{1+s}{1-s}}=\sqrt{19}=4.36 .
\]

Off-axis illumination has improved resolution in one direction and worsened it in the other, both relative to a point source on the axis.

The intermediate orientations connect the two cases. If the grating diffracts at an angle \(\psi\) to the x axis, with \(0\le\psi\le90^\circ\), order \(-1\) from the right-hand pole lands at \((s-f\cos\psi,\,-f\sin\psi)\). It passes if

\[
s^2-2sf\cos\psi+f^2\le1 .
\]

Completing the square gives

\[
(f-s\cos\psi)^2\le1-s^2\sin^2\psi ,
\]

so the largest usable frequency is

\[
f_{\max}=s\cos\psi+\sqrt{1-s^2\sin^2\psi}.
\]

At \(\psi=0\) this is \(1+s\), and at \(\psi=90^\circ\) it is \(\sqrt{1-s^2}=c\).

**Numbers for an immersion scanner**

Take \(\lambda=193\) nm and \(\mathrm{NA}=1.35\), rough typical values for water-immersion ArF lithography. Then

\[
\frac{\lambda}{\mathrm{NA}}=\frac{193}{1.35}=142.96\ \text{nm},
\]
\[
p_c=2.294\times142.96=328.0\ \text{nm},\qquad p_x=75.2\ \text{nm}.
\]

Compare two y gratings on either side of the cutoff, both with equal lines and spaces:

- At \(p=300\) nm, \(f=142.96/300=0.4765\). The first orders lie at radius \(\sqrt{0.81+0.4765^2}=1.018\), outside the pupil. The intensity is \(a_0^2=0.25\) of the clear-field value everywhere, and \(C=0\). A defocus of 50 nm leaves it at zero.
- At \(p=360\) nm, \(f=0.3971\) and the radius is 0.984, inside the pupil. The intensity is \((1/2+2/\pi)^2=1.292\) at the slit centre and \((1/2-2/\pi)^2=0.019\) at the line centre, with zeros on either side of the line centre. The contrast is 1 at best focus and 0.954 at 50 nm defocus, for a liquid index of 1.44.

An x grating with a pitch of only 80 nm still gives a modulated image with the same source. Its zeroth order and one first order pass from each pole, so for scalar fields

\[
I=a_0^2+a_1^2+2a_0a_1\cos(2\pi x/p),
\]
\[
C=\frac{2a_0a_1}{a_0^2+a_1^2}
=\frac{0.3183}{0.2500+0.1013}=0.906 .
\]

At this pitch the scalar value holds only for light polarized along y, parallel to the lines. For x polarization the two beams cross at nearly 90° in a resist of index 1.7, so their electric fields are almost perpendicular and the contrast falls to about 0.006. This near-zero depends on the exact index: it is 0.06 at index 1.65 and 0.045 at 1.75. Unpolarized light gives 0.45, or 0.42 to 0.48 over the same range of index. Passing the orders through the pupil is therefore necessary for a good image, but not sufficient.

The cutoff can also be found without asking whether an order lies inside a disc. The lens blurs a point into the Airy amplitude \(J_1(q)/q\), where \(q=2\pi\,\mathrm{NA}\,r'/\lambda\) and \(r'\) is the distance from the image point. Its two-dimensional Fourier transform gives the transmission of a plane wave at pupil radius \(\rho\):

\[
T(\rho)=\int_0^\infty J_1(q)J_0(\rho q)\,dq .
\]

I evaluated this numerically with a weak damping factor \(e^{-(0.001q)^2}\), because the undamped integral converges only slowly. The damping lets the integration stop at a finite \(q\), and it slightly smooths the pupil edge. For \(\rho=\sqrt{s^2+f^2}\), the transmission falls to one half at \(p=2.29417\,\lambda/\mathrm{NA}\), against 2.29416 from the chord formula.

**Poles of finite size**

This is where the sharp limit is fragile. Replace each point by a uniformly bright disc of radius \(r\), and consider a source point \((s_x,s_y)\) in the right-hand disc. Its order \(+1\) lies at \((s_x,s_y+f)\) and stays below the upper rim if

\[
f\le g(s_x,s_y)=\sqrt{1-s_x^2}-s_y .
\]

A source point with negative \(s_y\) starts lower in the pupil, so its order \(+1\) has farther to go before it leaves. A point with smaller \(s_x\) has a longer chord. The best point therefore lies toward the lower inner edge of the disc. Order \(-1\) benefits equally from the upper inner edge.

For small \(r\), expand \(g\) about the centre \((s,0)\). There \(g=c\), and

\[
\nabla g=\left(-\frac{s}{c},\,-1\right),
\]
\[
|\nabla g|=\sqrt{\frac{s^2}{c^2}+1}
=\sqrt{\frac{s^2+c^2}{c^2}}=\frac1c ,
\]

because \(s^2+c^2=1\). The largest gain within a distance \(r\) is \(r|\nabla g|\), so

\[
f_{\max}\simeq c+\frac rc .
\]

The factor \(1/c\) is large when the pole is near the rim, which makes the cutoff sensitive to pole size. For \(r=0.1\) this estimate gives \(f_{\max}=0.665\). Maximizing \(g\) over the disc without the expansion gives 0.6325. The linear estimate is too high because \(\sqrt{1-s_x^2}\) is concave and lies below its tangent.

The cutoff pitch becomes

\[
\frac{1}{0.6325}\frac{\lambda}{\mathrm{NA}}
=1.58\,\frac{\lambda}{\mathrm{NA}}=226\ \text{nm}.
\]

The 300 nm grating, which was completely lost with point poles, now has contrast 0.64. At this pitch 52% of the disc area passes at least one first order, and the rest adds a uniform background. With \(r\) held at 0.1, the contrast falls to 0.36 at 260 nm and 0.13 at 240 nm, and it is zero at 220 nm. The single step has become a gradual loss. Above the old cutoff the discs do harm: at 360 nm the contrast drops from 1 to 0.81, since parts of each disc no longer pass both first orders.

**How this compares with a real scanner**

Real illuminators have extended poles, so the point-pole assumption is the one to question first. In this example it moves the limit from 328 to 226 nm. My disc reaches \(s+r=1\), the pupil rim, which is an extreme setting; a different pole shape would give a different number. The 80 nm comparison pitch is in the range where immersion ArF lithography is used.

A real grating also has a finite length. If it has \(N\) lines, each order spreads over a frequency range of about \(1/(Np)\), and some of its tail leaks into the pupil even when its centre is outside. With point poles and a pitch of 300 nm, the contrast in the central period is about 0.1 for 21 lines and 0.015 for 201 lines. It does not fall steadily in between, because the ripples from the two ends of the grating interfere, and their sum oscillates with the number of lines. "No modulation" therefore refers to the interior of a long grating.

Vector effects are small for this particular image. At 360 nm and best focus, with a resist index of 1.7, the contrast is 0.996 for x-polarized and 0.985 for y-polarized light. This estimate omits transmission losses and reflections at the interfaces. Like the scalar images above, it also omits the radiometric factor of a high-NA lens, which at 360 nm raises the first-order amplitudes relative to the zeroth by about 18% in the liquid and by about 6% in the resist. That changes the peak intensity and can also change the contrast where modulation is present, but it does not move the cutoff. I have not modelled how mask thickness changes the order amplitudes, which would alter the contrast above the cutoff but not the point-pole cutoff itself.

The remaining values are in the numerical output below.

## Calculated quantities

```
wavelength: 193 nm
numerical aperture: 1.35
liquid index: 1.44, resist index: 1.70
normalized pole radius s: 0.9
wavelength/NA: 142.96 nm
half chord c: 0.43589
y cutoff, formula: 2.29416 wavelength/NA
y cutoff, Abbe images: 2.29416 wavelength/NA
y cutoff, Airy function: 2.29417 wavelength/NA
y cutoff pitch: 328.0 nm
x cutoff, formula: 0.52632 wavelength/NA
x cutoff, Abbe images: 0.52632 wavelength/NA
x cutoff pitch: 75.2 nm
ratio of y to x cutoff pitch: 4.36
y pitch 300 nm: frequency f = 0.4765
  first-order pupil radius: 1.0184
y pitch 360 nm: frequency f = 0.3971
  first-order pupil radius: 0.9837
a0: 0.5000, a1: 0.3183
y 300 nm: uniform intensity 0.2500 of clear field
y 300 nm: contrast 0.0000
y 360 nm: intensity at slit centre 1.2919
y 360 nm: intensity at line centre 0.0187
y 360 nm: minimum intensity 0.0000
y 360 nm: contrast 1.0000
x 80 nm: contrast 0.9060
defocus tested: 50 nm
y 300 nm, defocused: contrast 0.0000
y 360 nm, defocused: contrast 0.9537
disc pole radius r: 0.1
disc pole frequency limit: 0.6325
small-r estimate c + r/c: 0.6653
disc pole y cutoff: 1.581 wavelength/NA
disc pole y cutoff pitch: 226.0 nm
disc area giving modulation at 300 nm: 52 %
disc poles, y 360 nm: contrast 0.813
disc poles, y 300 nm: contrast 0.642
disc poles, y 260 nm: contrast 0.357
disc poles, y 240 nm: contrast 0.128
disc poles, y 220 nm: contrast 0.000
point poles, y 300 nm, 21 lines: central contrast 0.1061
point poles, y 300 nm, 201 lines: central contrast 0.0149
vector, y 360 nm, x-polarized: contrast 0.996
vector, y 360 nm, y-polarized: contrast 0.985
```
